**Airy levels of a delta-doped sheet: numerical tests and size of the corrections**

For a drained sheet of \(N\) donors per area, \(V=eF|z|\) with \(F=eN/2\varepsilon\), and the levels are \(\lambda E_0\) with \(E_0=(\hbar^2e^2F^2/2m_z)^{1/3}\); \(-\lambda\) is a zero of \(\mathrm{Ai}'\) for even states and of \(\mathrm{Ai}\) for odd states. The program asserts that finite-difference diagonalisation reproduces the first six levels to a relative \(10^{-4}\), together with their parities, their values or slopes at the sheet, and the scaling with \(N\). It also asserts the uniform field, the mean distance, the removal of the tilted-valley coupling, and the leading shifts for a donor spread of \(0.1\,\ell\), where \(\ell=E_0/eF\). The disorder integrals are compared with a real-space sum over image charges and must agree within 1%. For a germanium (001) film with \(3\times10^{12}\) donors per cm², the output gives \(E_0=45.05\) meV and a first level spacing of 59.43 meV. Random donor positions change that spacing by 19.1 meV rms, the largest correction to it found for the drained (001) film. If the sheet keeps its electrons, the Hartree ground level falls from 45.90 to 32.73 meV, and one level lies below the plateau in the box used.

## Program and output

```python
"""Electron levels of an unscreened delta-doped sheet.

Result under test: a sheet of N ionised donors per area, drained of electrons,
gives V(z) = slope*|z| with slope = e^2 N/(2 eps). The levels are lam*E0 with
E0 = (hbar^2 slope^2/(2 m_z))^(1/3), where Ai'(-lam) = 0 for even states and
Ai(-lam) = 0 for odd states. The length unit is ell = E0/slope.
Energies are in eV and lengths in nm unless a name says otherwise.
The program also sizes effects that this model neglects.
"""
import numpy as np
import scipy.constants as sc
from scipy.integrate import quad, cumulative_trapezoid
from scipy.linalg import eigh_tridiagonal
from scipy.special import ai_zeros, airy, erf


def solve(kinetic, half_width, half_points, potential, count):
    """Lowest states of -kinetic*psi'' + potential*psi, zero at the box ends."""
    h = half_width / half_points
    z = h * np.arange(-half_points + 1, half_points)
    diagonal = 2 * kinetic / h**2 + potential(z)
    off = np.full(len(z) - 1, -kinetic / h**2)
    energy, vectors = eigh_tridiagonal(diagonal, off, select='i',
                                       select_range=(0, count - 1))
    return z, energy, vectors / np.sqrt(h)


# Inputs: rough typical values for germanium, and chosen sheet parameters
m_long, m_trans, eps_r = 1.6, 0.082, 16.0
gap, barrier, alpha = 0.66, 0.50, 0.3      # eV, eV, 1/eV
sheet_cm2, depth, sigma, temperature = 3e12, 20.0, 1.0, 300.0
sheet = sheet_cm2 * 1e-14                  # 1/nm^2

# Inverse mass tensor of an L valley, film normal along z = [001]
axis = np.ones(3) / np.sqrt(3)
W = np.eye(3) / m_trans + (1 / m_long - 1 / m_trans) * np.outer(axis, axis)
m_z = 1 / W[2, 2]
W_plane = W[:2, :2] - np.outer(W[:2, 2], W[2, :2]) / W[2, 2]
m_dos = 1 / np.sqrt(np.linalg.det(W_plane))

kin0 = sc.hbar**2 / (2 * sc.m_e * sc.e) * 1e18      # eV nm^2
kin = kin0 / m_z
coulomb = sc.e / (4 * np.pi * sc.epsilon_0 * eps_r) * 1e9   # eV nm
slope = 2 * np.pi * coulomb * sheet                  # eV/nm
E0 = (kin * slope**2)**(1 / 3)
ell = E0 / slope
a, ap, _, _ = ai_zeros(10)
lam = np.empty(20)
lam[0::2], lam[1::2] = -ap, -a

# Field of the sheet from the sum of point-charge forces
for height in (1.0, 5.0):
    force = quad(lambda r: coulomb * sheet * 2 * np.pi * r * height
                 / (r * r + height * height)**1.5, 0, np.inf)[0]
    assert abs(force / slope - 1) < 1e-6

# Levels, parity and normalisation from direct diagonalisation
half = 1400
z, energy, psi = solve(kin, 14 * ell, half, lambda x: slope * abs(x), 6)
h = z[1] - z[0]
assert np.allclose(energy, lam[:6] * E0, rtol=1e-4)
parity = np.sum(psi * psi[::-1], axis=0) * h
assert np.allclose(parity, [1, -1, 1, -1, 1, -1], atol=1e-6)
mid = half - 1
for n in (0, 2, 4):
    assert abs(psi[mid, n]**2 * ell * 2 * lam[n] - 1) < 1e-3
for n in (1, 3, 5):
    gradient = (psi[mid + 1, n] - psi[mid - 1, n]) / (2 * h)
    assert abs(gradient**2 * 2 * ell**3 - 1) < 1e-3
# Eight times the sheet density must multiply the levels by four
dense = solve(kin, 7 * ell, half, lambda x: 8 * slope * abs(x), 4)[1]
assert np.allclose(dense / energy[:4], 4, rtol=2e-4)

# Tilted valley: a term 2*beta*p only shifts all levels by -beta^2
beta, step, size = 0.7, 0.05, 399
grid = step * (np.arange(size) - size // 2)
upper = np.full(size - 1, -1 / step**2 - 1j * beta / step)
tilted = (np.diag(2 / step**2 + abs(grid)).astype(complex)
          + np.diag(upper, 1) + np.diag(upper.conj(), -1))
assert np.allclose(np.linalg.eigvalsh(tilted)[:3], lam[:3] - beta**2,
                   atol=2e-3)


def density(n, x):
    """Normalised |psi_n|^2 at x >= 0, in units of ell."""
    value, slope_value, _, _ = airy(-lam[n])
    norm = 2 * (lam[n] * value**2 + slope_value**2)
    return airy(x - lam[n])[0]**2 / norm


mean_distance, kinetic_square = [], []
for n in range(4):
    assert abs(2 * quad(lambda x: density(n, x), 0, 20)[0] - 1) < 1e-7
    mean_distance.append(2 * quad(lambda x: x * density(n, x), 0, 20)[0])
    kinetic_square.append(
        2 * quad(lambda x: (lam[n] - x)**2 * density(n, x), 0, 20)[0])
assert np.allclose(mean_distance, 2 * lam[:4] / 3, rtol=1e-6)
nonparabolic = -alpha * np.array(kinetic_square) * E0**2

# Phase-integral estimate: relative error falls as the inverse square of t
t = 3 * np.pi * (2 * np.arange(20) + 1) / 8
wkb = t**(2 / 3)
assert np.all(abs(lam / wkb - 1) * t**2 < 0.15)


# Gaussian spread of the donors, width s in units of ell
def spread_potential(x, s):
    return (x * erf(x / (np.sqrt(2) * s))
            + s * np.sqrt(2 / np.pi) * np.exp(-x * x / (2 * s * s)))


direct = quad(lambda u: abs(0.3 - u) * np.exp(-u * u / 0.32)
              / np.sqrt(0.32 * np.pi), -4, 4, points=[0.3])[0]
assert abs(direct - spread_potential(0.3, 0.4)) < 1e-7
sharp = solve(1.0, 12.0, 1200, abs, 4)[1]


def spread_shift(s):
    return solve(1.0, 12.0, 1200, lambda x: spread_potential(x, s), 4)[1] - sharp


def leading_shift(s):
    return np.array([s**2 / (2 * lam[0]), s**4 / 4,
                     s**2 / (2 * lam[2]), s**4 / 4])


assert np.allclose(spread_shift(0.1), leading_shift(0.1), rtol=0.05)
s_example = sigma / ell
shift_full = spread_shift(s_example) * E0
shift_lead = leading_shift(s_example) * E0

# Film surfaces as hard walls: shift of the fourth level on equal grids
walled = solve(kin, depth, 1000, lambda x: slope * abs(x), 4)[1]
free = solve(kin, 2 * depth, 2000, lambda x: slope * abs(x), 4)[1]
wall_shift = walled[3] - free[3]

# Random donor positions between equipotential surfaces at +-D (units of ell)
D = depth / ell
log_x = np.linspace(np.log(1e-6), np.log(D), 500)
x = np.exp(log_x)
weights = [2 * density(n, x) * x * (log_x[1] - log_x[0]) for n in (0, 1)]
log_q = np.linspace(np.log(1e-4), np.log(1e4), 600)
q = np.exp(log_q)[:, None]
kernel = (np.exp(-q * x) - np.exp(-q * (2 * D - x))) / (1 + np.exp(-2 * q * D))
G = [kernel @ w for w in weights]
dq = log_q[1] - log_q[0]
local_integral = np.sum(G[0]**2) * dq
spacing_integral = np.sum((G[1] - G[0])**2) * dq
# The same two integrals in real space, from a series of image charges
log_r = np.linspace(np.log(1e-4), np.log(10 * D), 250)
r = np.exp(log_r)[:, None]
images = np.zeros((len(log_r), len(x)))
last = 60
for k in range(-last, last + 1):
    end_factor = 0.5 if abs(k) == last else 1.0
    images += end_factor * (-1)**k / np.sqrt(r * r + (x - 2 * k * D)**2)
S = [images @ w for w in weights]
dr = log_r[1] - log_r[0]
r2 = r[:, 0]**2
assert abs(np.sum(r2 * S[0]**2) * dr / local_integral - 1) < 0.01
assert abs(np.sum(r2 * (S[1] - S[0])**2) * dr / spacing_integral - 1) < 0.01
rms_unit = slope / np.sqrt(2 * np.pi * sheet)
rms_local = rms_unit * np.sqrt(local_integral)
rms_spacing = rms_unit * np.sqrt(spacing_integral)

# Is the sheet drained? Electrons left in four valleys, two spins
kT = sc.k * temperature / sc.e
dos = 4 * m_dos / (2 * np.pi * kin0)                # 1/(eV nm^2)
drop = slope * depth
above_fermi = barrier - drop + lam[:4] * E0
remaining = dos * kT * np.sum(np.log1p(np.exp(-above_fermi / kT))) * 1e14
remaining_disorder = remaining * np.exp(rms_local**2 / (2 * kT**2))
assert remaining_disorder < 0.02 * sheet_cm2
assert drop < gap

# Contrasting case: neutral sheet, one filled subband, Hartree, units of E0, ell
box, box_points = 40.0, 2000
xs = np.linspace(0, box, box_points + 1)
well = xs.copy()
for _ in range(100):
    zs, e_h, p_h = solve(1.0, box, box_points,
                         lambda y: np.interp(abs(y), xs, well), 1)
    rho = np.append(p_h[box_points - 1:, 0]**2, 0.0)
    enclosed = 2 * cumulative_trapezoid(rho, xs, initial=0)
    new_well = cumulative_trapezoid(1 - enclosed, xs, initial=0)
    residual = np.max(abs(new_well - well))
    well = 0.6 * well + 0.4 * new_well
assert residual < 1e-6
rho_full = p_h[:, 0]**2
hs = zs[1] - zs[0]
for place in (0.5, 1.5, 4.0):
    explicit = place - np.sum((abs(place - zs) - abs(zs)) * rho_full) * hs
    assert abs(explicit - np.interp(place, xs, well)) < 1e-3
screened = solve(1.0, box, box_points,
                 lambda y: np.interp(abs(y), xs, well), 6)[1]
plateau = well[-1]
bound = int(np.sum(screened < plateau))
fermi = sheet / dos
assert fermi < (min(screened[1], plateau) - screened[0]) * E0

# Orientation (111): one valley along the normal, three tilted ones
m_tilted = 1 / (1 / (9 * m_long) + 8 / (9 * m_trans))
ground_111 = [lam[0] * (kin0 / m * slope**2)**(1 / 3)
              for m in (m_long, m_tilted)]

print(f"Ge masses long, trans: {m_long}, {m_trans} m0; eps_r {eps_r}")
print(f"gap {gap} eV, surface barrier {barrier} eV, alpha {alpha} 1/eV")
print(f"sheet density {sheet_cm2:.1e} cm^-2, depth {depth} nm")
print(f"mass along [001] {m_z:.4f} m0, in-plane DOS mass {m_dos:.4f} m0")
print(f"field {slope * 10:.4f} MV/cm, slope {slope * 1e3:.3f} meV/nm")
print(f"hbar^2/(2 m_z) {kin:.4f} eV nm^2")
print(f"E0 {E0 * 1e3:.2f} meV, ell {ell:.3f} nm")
for n in range(4):
    name = "odd" if n % 2 else "even"
    print(f"n={n} {name}: lam {lam[n]:.5f}, E {lam[n] * E0 * 1e3:.2f} meV")
    print(f"  diagonalised {energy[n] * 1e3:.2f} meV, "
          f"phase integral {wkb[n] * E0 * 1e3:.2f} meV")
    print(f"  mean |z| {mean_distance[n] * ell:.2f} nm, "
          f"nonparabolic shift {nonparabolic[n] * 1e3:.2f} meV")
print(f"spacing n=0 to 1: {(lam[1] - lam[0]) * E0 * 1e3:.2f} meV")
print(f"kT at {temperature:.0f} K: {kT * 1e3:.2f} meV")
print(f"drop from surface to sheet {drop:.3f} eV")
print(f"lowest level above Fermi level {above_fermi[0]:.3f} eV")
print(f"electrons left, smooth sheet {remaining:.2e} cm^-2")
print(f"electrons left, with disorder {remaining_disorder:.2e} cm^-2")
print(f"hard-wall shift of n=3: {wall_shift * 1e6:.3f} micro-eV")
print(f"dopant spread {sigma} nm, Dt {sigma**2 / 2 * 1e-14:.1e} cm^2")
for n in range(4):
    print(f"  spread shift n={n}: full {shift_full[n] * 1e3:.3f}, "
          f"leading {shift_lead[n] * 1e3:.3f} meV")
print(f"mean donor distance N^(-1/2) {sheet**-0.5:.2f} nm")
print(f"random donors: rms local shift n=0 {rms_local * 1e3:.1f} meV")
print(f"random donors: rms spacing change {rms_spacing * 1e3:.1f} meV")
print(f"(111) ground level, normal valley {ground_111[0] * 1e3:.2f} meV")
print(f"(111) ground level, tilted valleys {ground_111[1] * 1e3:.2f} meV")
print(f"neutral sheet: Fermi energy above subband {fermi * 1e3:.2f} meV")
print(f"neutral sheet: lam0 {screened[0]:.4f}, plateau {plateau:.4f}")
print(f"neutral sheet: ground level {screened[0] * E0 * 1e3:.2f} meV")
print(f"neutral sheet: plateau {plateau * E0 * 1e3:.2f} meV")
print(f"neutral sheet: levels below plateau in box: {bound}")
print(f"neutral sheet: box half-width {box * ell:.0f} nm")
print("tests ok")
```

It prints:

```
Ge masses long, trans: 1.6, 0.082 m0; eps_r 16.0
gap 0.66 eV, surface barrier 0.5 eV, alpha 0.3 1/eV
sheet density 3.0e+12 cm^-2, depth 20.0 nm
mass along [001] 0.1199 m0, in-plane DOS mass 0.2995 m0
field 0.1696 MV/cm, slope 16.964 meV/nm
hbar^2/(2 m_z) 0.3177 eV nm^2
E0 45.05 meV, ell 2.656 nm
n=0 even: lam 1.01879, E 45.90 meV
  diagonalised 45.90 meV, phase integral 50.25 meV
  mean |z| 1.80 nm, nonparabolic shift -0.25 meV
n=1 odd: lam 2.33811, E 105.33 meV
  diagonalised 105.33 meV, phase integral 104.53 meV
  mean |z| 4.14 nm, nonparabolic shift -0.67 meV
n=2 even: lam 3.24820, E 146.33 meV
  diagonalised 146.33 meV, phase integral 146.93 meV
  mean |z| 5.75 nm, nonparabolic shift -1.32 meV
n=3 odd: lam 4.08795, E 184.16 meV
  diagonalised 184.16 meV, phase integral 183.88 meV
  mean |z| 7.24 nm, nonparabolic shift -2.03 meV
spacing n=0 to 1: 59.43 meV
kT at 300 K: 25.85 meV
drop from surface to sheet 0.339 eV
lowest level above Fermi level 0.207 eV
electrons left, smooth sheet 4.92e+09 cm^-2
electrons left, with disorder 3.23e+10 cm^-2
hard-wall shift of n=3: 2.145 micro-eV
dopant spread 1.0 nm, Dt 5.0e-15 cm^2
  spread shift n=0: full 2.906, leading 3.135 meV
  spread shift n=1: full 0.187, leading 0.226 meV
  spread shift n=2: full 0.827, leading 0.983 meV
  spread shift n=3: full 0.162, leading 0.226 meV
mean donor distance N^(-1/2) 5.77 nm
random donors: rms local shift n=0 50.1 meV
random donors: rms spacing change 19.1 meV
(111) ground level, normal valley 19.35 meV
(111) ground level, tilted valleys 50.20 meV
neutral sheet: Fermi energy above subband 5.99 meV
neutral sheet: lam0 0.7266, plateau 1.0702
neutral sheet: ground level 32.73 meV
neutral sheet: plateau 48.21 meV
neutral sheet: levels below plateau in box: 1
neutral sheet: box half-width 106 nm
tests ok
```
